# Thermal narrowing of the Holstein band by two derivations, with its limits: a program that tests the result

```python
"""Thermal narrowing of the Holstein band.

Result under test: an electron dressed by the Lang-Firsov displacement has
the mean band  -E_p + w*eps_k  with  w = exp(-S*coth(hw/(2kT))).
S    Huang-Rhys factor of one site (coupling g = sqrt(S)),  E_p = S*hw
hw   phonon quantum,  J  bare transfer,  eps_k  bare band,  kT  thermal energy
The ring tests use hw = 1 and the original, untransformed Hamiltonian.
The example uses meV, nm and K.
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import eval_laguerre, expi, iv


def narrowing(S, hw, kT):
    return np.exp(-S / np.tanh(hw / (2 * kT)))


def elastic_excess(S, hw, kT):
    """Number-conserving fluctuation strength divided by coherent strength."""
    return iv(0, 2 * S / np.sinh(hw / (2 * kT))) - 1


def phonon_sum(x):
    """Sum over n >= 1 of x^n/(n*n!)."""
    return expi(x) - np.log(x) - np.euler_gamma


def displacement(S, size):
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    return expm(-np.sqrt(S) * (lower.T - lower))


def ring_hamiltonian(S, J, levels):
    """One electron on three sites, one oscillator per site, hw = 1."""
    lower = sp.diags([np.sqrt(np.arange(1.0, levels))], [1])
    one = sp.identity(levels)

    def on_site(op, site):
        ops = [one, one, one]
        ops[site] = op
        return sp.kron(sp.kron(ops[0], ops[1]), ops[2])

    number = sp.diags([np.arange(float(levels))], [0])
    hop = sp.csr_matrix(-J * (np.ones((3, 3)) - np.eye(3)))
    H = sp.kron(hop, sp.identity(levels**3))
    for site in range(3):
        here = np.zeros((3, 3))
        here[site, site] = 1.0
        H = H + sp.kron(sp.identity(3), on_site(number, site))
        H = H + np.sqrt(S) * sp.kron(sp.csr_matrix(here),
                                    on_site(lower + lower.T, site))
    return H.tocsr()


def addition_moments(S, J, kT, k, dressed, levels=14, quanta=8):
    """Centroid and variance of the spectrum for adding one electron."""
    H = ring_hamiltonian(S, J, levels)
    unit = np.eye(levels)
    D = displacement(S, 60)[:levels, :levels] if dressed else unit
    states = [s for s in itertools.product(range(quanta + 1), repeat=3)
              if sum(s) <= quanta]
    energy = np.array([float(sum(s)) for s in states])
    prob = np.exp(-energy / kT)
    prob /= prob.sum()
    dim = levels**3
    added = np.zeros((3 * dim, len(states)), complex)
    for col, occ in enumerate(states):
        for site in range(3):
            v = [unit[:, n] for n in occ]
            v[site] = D[:, occ[site]]
            added[site * dim:(site + 1) * dim, col] = (
                np.exp(1j * k * site) / np.sqrt(3)
                * np.kron(np.kron(v[0], v[1]), v[2]))
    first = H @ added - added * energy
    second = H @ first - first * energy
    m1 = ((added.conj() * first).sum(axis=0) @ prob).real
    m2 = ((added.conj() * second).sum(axis=0) @ prob).real
    return m1, m2 - m1**2


# --- thermal centroid and variance, original frame -----------------------
S_ring, J_ring = 0.5, 0.3
ring_rows = []
for kT_ring in (0.3, 0.5):
    w_ring = narrowing(S_ring, 1.0, kT_ring)
    centres, bare = [], []
    for k in (0.0, 2 * np.pi / 3):
        eps = -2 * J_ring * np.cos(k)
        m1, var = addition_moments(S_ring, J_ring, kT_ring, k, True)
        assert abs(m1 - (-S_ring + w_ring * eps)) < 1e-4
        expected = (1 - w_ring) * (2 * J_ring**2 + w_ring * eps**2)
        assert abs(var - expected) < 3e-4
        b1, _ = addition_moments(S_ring, J_ring, kT_ring, k, False)
        assert abs(b1 - eps) < 1e-4      # a bare electron is not narrowed
        centres.append(m1)
        bare.append(b1)
    ring_rows.append((kT_ring, (centres[1] - centres[0]) / (3 * J_ring),
                      w_ring, (bare[1] - bare[0]) / (3 * J_ring)))

# --- zero temperature: diagonalization against first and second order ----
S_ed = 1.0
ratio, slope, shift = [], [], []
for J_ed in (0.02, 0.04):
    levels_ed = np.sort(eigsh(ring_hamiltonian(S_ed, J_ed, 11), k=3,
                              which="SA", ncv=60,
                              return_eigenvectors=False))
    width = levels_ed[1] - levels_ed[0]
    ratio.append(width / (3 * J_ed * np.exp(-S_ed)))
    slope.append((ratio[-1] - 1) / J_ed)
    shift.append(((levels_ed[0] + 2 * levels_ed[1]) / 3 + S_ed) / J_ed**2)
assert abs(ratio[0] - 1) < 0.02          # remainder is of second order in J
slope0 = 2 * slope[0] - slope[1]         # extrapolated to J = 0
shift0 = 2 * shift[0] - shift[1]
slope_formula = np.exp(-S_ed) * phonon_sum(S_ed)
shift_formula = -2 * np.exp(-2 * S_ed) * phonon_sum(2 * S_ed)
assert abs(slope0 / slope_formula - 1) < 0.03
assert abs(shift0 / shift_formula - 1) < 0.03

# --- example: rough values, regime of lithium iron phosphate -------------
meV = const.e * 1e-3
kB = const.k / meV                       # meV/K
hbar = const.hbar / meV                  # meV s
hw, S, J, a, eps_r, z = 60.0, 6.5, 20.0, 0.39, 10.0, 4
E_p = S * hw
T_room = 300.0
kT = kB * T_room
w = narrowing(S, hw, kT)
excess = elastic_excess(S, hw, kT)

# explicit oscillator matrices at the example's own S and temperature
D = displacement(S, 160)[:120, :25]
n = np.arange(25)
p = np.exp(-n * hw / kT) * (1 - np.exp(-hw / kT))
diagonal = np.diag(D)
assert np.allclose(diagonal, np.exp(-S / 2) * eval_laguerre(n, S), atol=1e-9)
w_sum = (p @ diagonal)**2
assert abs(w_sum / w - 1) < 1e-6
strength = D**2 * p
elastic_sum = sum(np.trace(strength, offset=-q) * np.trace(strength, offset=q)
                  for q in range(-24, 25))
assert abs(elastic_sum / (w**2 * (excess + 1)) - 1) < 1e-6

# hop rate: one-period formula against a bath with 20 % frequency spread
u = np.linspace(0.4, 1.6, 241)
weight = np.exp(-0.5 * ((u - 1) / 0.2)**2)
weight /= weight.sum()
bose = 1 / np.expm1(u * hw / kT)
t = np.arange(0, 30, 0.01)
phase = np.exp(-1j * np.outer(t, u))
exponent = phase @ (weight * (bose + 1)) + phase.conj() @ (weight * bose)
still = weight @ (2 * bose + 1)
integrand = np.exp(2 * S * (exponent - still)) - np.exp(-2 * S * still)
bath_integral = 2 * trapezoid(integrand.real, t)
period_integral = 2 * np.pi * w**2 * excess
bath_ratio = bath_integral / period_integral
assert abs(bath_ratio - 1) < 0.25        # the formula is an estimate


def hop_rate(T):
    x = kB * T
    return (2 * np.pi * J**2 / (hbar * hw) * narrowing(S, hw, x)**2
            * elastic_excess(S, hw, x))


def bandwidth(T):
    return 2 * z * J * narrowing(S, hw, kB * T)


T_fluct = brentq(lambda T: elastic_excess(S, hw, kB * T) - 1, 40, 400)
T_hop = brentq(lambda T: np.log(z * hbar * hop_rate(T) / bandwidth(T)),
               100, 450)
W = hop_rate(T_room)
mobility = (a * 1e-7)**2 * W / (kT * 1e-3)
B = bandwidth(T_room)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e12  # meV nm
r_def = 2.0
detuning = coulomb * (1 / r_def - 1 / (r_def + a))

print("RING TESTS (hw = 1, S = 0.5, J = 0.3)")
for row in ring_rows:
    print("kT = %.1f: dressed width/bare %.5f, formula %.5f, undressed %.5f"
          % row)
print("T=0 ring, S=1, J=0.02: width/(first order) = %.5f" % ratio[0])
print("second-order width coefficient: %.4f, formula %.4f"
      % (slope0, slope_formula))
print("second-order shift coefficient: %.4f, formula %.4f"
      % (shift0, shift_formula))
print("EXAMPLE INPUTS (rough)")
print("phonon quantum = %.0f meV, S = %.1f, J = %.0f meV" % (hw, S, J))
print("spacing = %.2f nm, permittivity = %.0f, neighbours = %d"
      % (a, eps_r, z))
print("polaron energy E_p = %.0f meV, bare bandwidth = %.0f meV"
      % (E_p, 2 * z * J))
print("NARROWING")
print("T = 0: w = %.4e, bandwidth = %.2f ueV"
      % (np.exp(-S), 2e3 * z * J * np.exp(-S)))
for T in (10, 100, 200, 300, 400):
    wT = narrowing(S, hw, kB * T)
    print("T = %d K: coth = %.4f, w = %.4e, w/w(0) = %.4f, width = %.2f ueV"
          % (T, 1 / np.tanh(hw / (2 * kB * T)), wT, wT * np.exp(S),
             1e3 * bandwidth(T)))
print("w at 300 K from explicit phonon sum = %.4e" % w_sum)
print("high-T form exp(-2 E_p kT/hw^2) at 300 K = %.4e"
      % np.exp(-2 * E_p * kT / hw**2))
print("LIMITS OF THE BAND PICTURE")
print("kT at 300 K = %.2f meV, kT/bandwidth = %.0f" % (kT, kT / B))
print("elastic fluctuation/coherent strength at 300 K = %.1f" % excess)
print("fluctuation equals coherent strength at T = %.0f K" % T_fluct)
print("rms spread at band bottom, 300 K = %.2f meV"
      % np.sqrt((1 - w) * (z * J**2 + w * (z * J)**2)))
print("hop rate per neighbour at 300 K = %.3e 1/s" % W)
print("20 %% frequency spread: rate/(one-period formula) = %.3f" % bath_ratio)
print("hop broadening z*hbar*W at 300 K = %.2f ueV" % (1e3 * z * hbar * W))
print("hop broadening equals bandwidth at T = %.0f K" % T_hop)
print("hopping mobility at 300 K = %.2e cm2/Vs" % mobility)
print("NEGLECTED EFFECTS")
print("J/hw = %.3f, J/E_p = %.3f" % (J / hw, J / E_p))
print("T=0 second-neighbour/nearest transfer = %.4f"
      % (J * np.exp(-S) * phonon_sum(S) / hw))
print("T=0 second-order level shift = %.3f meV"
      % (-z * J**2 * np.exp(-2 * S) * phonon_sum(2 * S) / hw))
print("barrier lowering by J: rate factor up to exp(J/kT) = %.2f"
      % np.exp(J / kT))
print("field detuning neighbours by one bandwidth, 300 K = %.2e MV/cm"
      % (B / a * 1e-2))
print("charged defect at %.0f nm: neighbour detuning = %.2f meV"
      % (r_def, detuning))
print("defect detuning/bandwidth at 300 K = %.0f" % (detuning / B))
print("tests ok")
```

Printed output:

```
RING TESTS (hw = 1, S = 0.5, J = 0.3)
kT = 0.3: dressed width/bare 0.58450, formula 0.58450, undressed 1.00000
kT = 0.5: dressed width/bare 0.51865, formula 0.51865, undressed 1.00000
T=0 ring, S=1, J=0.02: width/(first order) = 1.00933
second-order width coefficient: 0.4859, formula 0.4848
second-order shift coefficient: -0.9969, formula -0.9971
EXAMPLE INPUTS (rough)
phonon quantum = 60 meV, S = 6.5, J = 20 meV
spacing = 0.39 nm, permittivity = 10, neighbours = 4
polaron energy E_p = 390 meV, bare bandwidth = 160 meV
NARROWING
T = 0: w = 1.5034e-03, bandwidth = 240.55 ueV
T = 10 K: coth = 1.0000, w = 1.5034e-03, w/w(0) = 1.0000, width = 240.55 ueV
T = 100 K: coth = 1.0019, w = 1.4850e-03, w/w(0) = 0.9878, width = 237.61 ueV
T = 200 K: coth = 1.0635, w = 9.9512e-04, w/w(0) = 0.6619, width = 159.22 ueV
T = 300 K: coth = 1.2177, w = 3.6509e-04, w/w(0) = 0.2428, width = 58.41 ueV
T = 400 K: coth = 1.4254, w = 9.4657e-05, w/w(0) = 0.0630, width = 15.15 ueV
w at 300 K from explicit phonon sum = 3.6509e-04
high-T form exp(-2 E_p kT/hw^2) at 300 K = 3.6932e-03
LIMITS OF THE BAND PICTURE
kT at 300 K = 25.85 meV, kT/bandwidth = 443
elastic fluctuation/coherent strength at 300 K = 1128.2
fluctuation equals coherent strength at T = 130 K
rms spread at band bottom, 300 K = 40.02 meV
hop rate per neighbour at 300 K = 9.570e+09 1/s
20 % frequency spread: rate/(one-period formula) = 1.090
hop broadening z*hbar*W at 300 K = 25.20 ueV
hop broadening equals bandwidth at T = 331 K
hopping mobility at 300 K = 5.63e-04 cm2/Vs
NEGLECTED EFFECTS
J/hw = 0.333, J/E_p = 0.051
T=0 second-neighbour/nearest transfer = 0.0628
T=0 second-order level shift = -2.242 meV
barrier lowering by J: rate factor up to exp(J/kT) = 2.17
field detuning neighbours by one bandwidth, 300 K = 1.50e-03 MV/cm
charged defect at 2 nm: neighbour detuning = 11.75 meV
defect detuning/bandwidth at 300 K = 201
tests ok
```
